# Silicon's Conduction Valley: What s* Repairs and What It Leaves Flat

A nearest-neighbour model of silicon with one s, three p and one excited s* orbital per atom, with the particular parameters fitted below, has an indirect gap of 0.49 eV and a conduction valley three quarters of the way from \(\Gamma\) to X. Yet its conduction edge does not change between X and W, to ten decimal places of an electronvolt. In the reference calculation used below, the same edge rises by 3.7 eV. The s* orbital has supplied the valley and left the flatness untouched.

## The belief and its appeal

The belief runs as follows: nearest-neighbour sp³ bands are flat from X to W, so the model cannot have silicon's indirect minimum, and an s* orbital or d orbitals are needed to obtain one. Its first clause is true. It is also true that sp³ fitted to silicon fails badly and that adding s* produces a valley. It is then tempting to join the facts into one cause and one cure.

They are separate. Flatness concerns a line on the zone boundary; the valley concerns the line from \(\Gamma\) to X. An sp³ model can have a valley there without s*. What it cannot do is put silicon's low X level together with silicon's levels at \(\Gamma\).

## The hopping sums

Take orthogonal orbitals, two-centre hopping between nearest neighbours, and no spin-orbit coupling. Wave vectors are in units of \(2\pi/a\), with \(a\) the lattice constant. An atom A has neighbours B at \((a/4)\mathbf n\), where

\[
\mathbf n=(1,1,1),\ (1,-1,-1),\ (-1,1,-1),\ (-1,-1,1).
\]

The Bloch phase of a bond is \(e^{i\boldsymbol\theta\cdot\mathbf n}\), with \(\theta_i=\pi k_i/2\). Define

\[
g_0=\tfrac14\sum_{\mathbf n}e^{i\boldsymbol\theta\cdot\mathbf n},\qquad
g_i=\tfrac14\sum_{\mathbf n}n_i\,e^{i\boldsymbol\theta\cdot\mathbf n}.
\]

Since \(n_i=\pm1\), each exponential is \(\prod_i(c_i+i n_i s_i)\), with \(c_i=\cos\theta_i\) and \(s_i=\sin\theta_i\). Over the four bonds \(n_i\) averages to zero, as does \(n_in_j\) for \(i\ne j\), while \(n_1n_2n_3=1\) on every bond. Hence

\[
g_0=c_1c_2c_3-i s_1s_2s_3,\qquad g_1=i s_1c_2c_3-c_1s_2s_3,
\]

and \(g_2,g_3\) follow by cyclic permutation.

On one bond the ss hopping is \(-S/4\). The hopping from s on A to \(p_i\) on B is \(Vn_i/4\); with the orbitals exchanged its sign reverses, because p is odd. Equal p orbitals have hopping \(P/4\). Unlike ones have \(Qn_in_j/4=Qn_k/4\), where \(k\) is the third axis. In terms of the usual bond integrals,

\[
S=-4V_{ss\sigma},\quad V=\tfrac{4}{\sqrt3}V_{sp\sigma},\quad
P=\tfrac43(V_{pp\sigma}+2V_{pp\pi}),\quad Q=\tfrac43(V_{pp\sigma}-V_{pp\pi}).
\]

Summed over bonds, the A–B elements are \(-Sg_0\) for ss, \(\pm Vg_i\) for sp, \(Pg_0\) for equal p and \(Qg_k\) for unlike p. The site energies are \(E_s\) and \(E_p\), and \(D=E_p-E_s\). I take \(S,P,Q,V,D>0\).

## Why X–W is flat

From X to W, \(\mathbf k=(1,q,0)\) with \(0\le q\le\tfrac12\). Put \(\varphi=\pi q/2\). Then \(c_1=0\), \(s_1=1\), \(c_3=1\), \(s_3=0\), so

\[
g_0=g_2=0,\qquad g_1=i\cos\varphi,\qquad g_3=-\sin\varphi .
\]

Combine the x and z orbitals, written \(|1\rangle\) and \(|3\rangle\), on each atom:

\[
\begin{aligned}
|u_B\rangle&=g_1^*|1_B\rangle+g_3^*|3_B\rangle, & |w_B\rangle&=g_3^*|1_B\rangle+g_1^*|3_B\rangle,\\
|u_A\rangle&=g_1|1_A\rangle+g_3|3_A\rangle, & |w_A\rangle&=g_3|1_A\rangle+g_1|3_A\rangle .
\end{aligned}
\]

They are normalized because \(|g_1|^2+|g_3|^2=1\). They are orthogonal because the overlap of \(u\) and \(w\) is \(2\,\mathrm{Re}(g_1g_3^*)\), and \(g_1\) is imaginary while \(g_3\) is real. The whole A–B coupling becomes

\[
V|s_A\rangle\langle u_B|-V|u_A\rangle\langle s_B|
+Q|2_A\rangle\langle w_B|+Q|w_A\rangle\langle 2_B| .
\]

No coefficient contains \(q\). The site energies do not either, since x and z have the same energy. The Hamiltonian splits into four two-by-two blocks, with levels

\[
\frac{E_s+E_p}{2}\pm\sqrt{\frac{D^2}{4}+V^2},\qquad E_p\pm Q,
\]

each doubly degenerate. All eight bands are flat, for any parameters.

An s* orbital has the same angular form as s, so it couples to the same vectors \(u\). The d orbitals yz, zx, xy (the t2 set) change nothing either. On the bond \((1,1,1)\), permutation of the axes makes all diagonal elements between two such triples equal, and likewise all off-diagonal ones. The other bonds follow by twofold rotations, which change the signs of (yz, zx, xy) just as they change those of (x, y, z). The sums are therefore again proportional to \(g_0\) and \(g_k\), and those with s to \(g_i\). The same rotation, applied to each triple, removes \(q\). Tests with five sets of random parameters gave flat bands for sp³, for sp³s* and with the t2 orbitals added.

## An sp³ valley without s*

On the line \((k,0,0)\), put \(\kappa=\cos(\pi k/2)\) and \(s=\sin(\pi k/2)\). Now \(g_0=\kappa\), \(g_1=is\), \(g_2=g_3=0\). The s and x orbitals separate from y and z, and their A–B block

\[
M=\begin{pmatrix}-S\kappa& iVs\\-iVs&P\kappa\end{pmatrix}
\]

is Hermitian. The even and odd combinations of the two atoms therefore have the site energies plus \(M\) and minus \(M\), respectively. The even one gives

\[
\begin{pmatrix}E_s-S\kappa&iVs\\-iVs&E_p+P\kappa\end{pmatrix}.
\]

At \(\Gamma\), \(\kappa=1\), and its levels are \(\Gamma_1=E_s-S\) and \(\Gamma_{15}=E_p+P\). The odd combination has \(\kappa\to-\kappa\) on the diagonal and gives \(\Gamma_{2'}=E_s+S\) and \(\Gamma_{25'}=E_p-P\). The valence top in silicon is \(\Gamma_{25'}\).

The upper root of the even block is

\[
f(\kappa)=\frac{E_s+E_p+(P-S)\kappa}{2}+\frac12\sqrt{y(\kappa)},
\]
\[
y(\kappa)=[D+(S+P)\kappa]^2+4V^2(1-\kappa^2).
\]

Write \(y=\alpha\kappa^2+\beta\kappa+\gamma\). Then

\[
\frac{d^2\sqrt y}{d\kappa^2}=\frac{2yy''-y'^2}{4y^{3/2}}=\frac{4\alpha\gamma-\beta^2}{4y^{3/2}},
\]

whose sign is the same for all \(\kappa\). An interior minimum thus exists if and only if \(f'(0)<0\) and \(f'(1)>0\).

At X, \(\kappa=0\). Let \(t_0=X_{1c}-E_p\), where \(X_{1c}\) is the upper s–p level there. From the level formula, \(\tfrac12\sqrt{y(0)}=t_0+D/2\), so \(\sqrt{y(0)}=2t_0+D\). With \(y'(0)=2D(S+P)\),

\[
f'(0)=\frac{P-S}{2}+\frac{D(S+P)}{2(2t_0+D)}
=\frac{P(t_0+D)-St_0}{2t_0+D}.
\]

At \(\Gamma\), let \(T=D+S+P\). Then \(\sqrt{y(1)}=T\) and \(y'(1)=2T(S+P)-8V^2\), so

\[
f'(1)=\frac{P-S}{2}+\frac{S+P}{2}-\frac{2V^2}{T}=P-\frac{2V^2}{T}.
\]

The two conditions are

\[
St_0>P(t_0+D),\qquad 2V^2<P(D+S+P).
\]

The first makes the band fall on leaving X; the second makes it fall on leaving \(\Gamma\). They were tested against numerical minima for random parameters, leaving out cases too close to the boundary for the grid.

Take a model with round parameters, which is not silicon: \(E_s=-4\), \(E_p=0\), \(S=10\), \(P=2\), \(Q=4\), \(V=3.4\) eV. Then

\[
X_{1c}=-2+\sqrt{4+11.56}=1.945\ \text{eV}.
\]

The first condition reads \(19.4>11.9\) eV², the second \(23.1<32\) eV². Both hold. The minimum is 1.79 eV at \(k=0.755\), below both \(X_{1c}\) and \(\Gamma_{15}=2\) eV. These conditions concern one branch on one line, so the rest of the zone was searched on a mesh of spacing 1/20. The valence top lies at \(\Gamma\), at \(-2\) eV, and the conduction minimum lies on \(\Gamma\)–X. The gap of 3.79 eV is indirect, although every band is flat from X to W.

## Where sp³ fails for silicon

The reference is a local empirical pseudopotential with \(a=5.43\) Å and form factors \(-0.21\), 0.04 and 0.08 Ry at squared reciprocal vectors 3, 8 and 11, in units of \((2\pi/a)^2\). It omits nonlocal terms and spin-orbit coupling, and is neither exact nor a measurement. With the valence top at zero it gives, in eV,

- \(\Gamma_1=-12.61\), \(\Gamma_{15}=3.42\), \(\Gamma_{2'}=3.89\);
- \(X_{1v}=-8.33\), \(X_{4v}=-3.01\), \(X_{1c}=0.95\).

The \(\Gamma\) levels fix four sp³ parameters:

\[
E_s=\frac{\Gamma_1+\Gamma_{2'}}2=-4.36,\quad S=\frac{\Gamma_{2'}-\Gamma_1}{2}=8.25,\quad
E_p=P=\frac{\Gamma_{15}}2=1.71\ \text{eV}.
\]

The level \(X_{4v}=E_p-Q\) gives \(Q=4.72\) eV. Only \(V\) remains to place both s–p levels at X.

The larger eigenvalue of a Hermitian matrix is at least as large as either diagonal element. Hence \(f(\kappa)\ge E_p+P\kappa\), and at X

\[
X_{1c}\ge E_p=\frac{\Gamma_{25'}+\Gamma_{15}}{2}.
\]

This requires at least 1.71 eV, where the reference has 0.95 eV. Physically, s lies below p, and coupling to a lower level can only push the upper state up. Inserting the reference value into the secular equation makes the contradiction explicit:

\[
V^2=(X_{1c}-E_p)(X_{1c}-E_s)=(-0.763)(5.311)=-4.05\ \text{eV}^2 .
\]

No real hopping does this. The trace gives a second conflict: the model requires \(X_{1v}+X_{1c}=E_s+E_p=-2.65\) eV, while the reference sum is \(-7.38\) eV.

One can fit \(X_{1v}\) instead. Then \(V=6.32\) eV, and \(X_{1c}=-2.65+8.33=5.68\) eV, almost 5 eV too high. The second valley condition fails, since \(2V^2\approx80\) eV² exceeds \(P(D+S+P)\approx27\) eV². On the mesh this model has its conduction minimum at \(\Gamma\), with a direct gap of 3.42 eV.

The bound is conditional: if \(\Gamma_{15}\) may be misplaced, \(E_p\) can be lowered and the bound on \(X_{1c}\) falls with it. This does not rescue the fit. With \(\Gamma_{25'}=0\) and \(P>0\) one has \(E_p=P>0\), so \(E_s+E_p>-4.36\) eV and the trace conflict remains. For \(\Gamma_{15}=1.0\) eV, with \(V\) fitted to \(X_{1c}\), one finds \(X_{1v}=-4.36+0.50-0.95=-4.81\) eV against \(-8.33\) eV, and the conduction minimum lies off the \(\Gamma\)–X line. It is the combination of levels that this basis and range cannot hold.

## What s* does

At X, and all along X–W, \(u_B\) couples to \(s_A\) with strength \(V\) and to \(s^*_A\) with strength \(V_*\). The two s-like orbitals do not couple to each other, since any hopping between them carries \(g_0=0\). The amplitudes obey \((E-E_s)c_s=Vc_u\) and \((E-E_*)c_*=V_*c_u\). Substitution into the equation for \(c_u\) gives

\[
E-E_p=\frac{V^2}{E-E_s}+\frac{V_*^2}{E-E_*}.
\]

For \(E_s<E<E_*\) the second term is negative: s* lies above and pushes the state down. That is what sp³ lacks. With \(E_*\) chosen as 7 eV, the two reference levels \(X_{1v}\) and \(X_{1c}\) give two linear equations for \(V^2\) and \(V_*^2\), with solution \(V=5.47\) and \(V_*=6.22\) eV. At \(X_{1c}\) the balance is

\[
\frac{5.466^2}{5.311}-\frac{6.218^2}{6.051}=5.63-6.39=-0.76\ \text{eV},
\]

which is the required \(X_{1c}-E_p\).

Away from X–W, \(g_0\) is not zero, so s–s* and s*–s* hoppings would matter. Both are set to zero here, which also leaves the fitted levels at \(\Gamma\) unchanged. With this choice the valley appears on \(\Gamma\)–X, at \(k=0.755\) with a gap of 0.49 eV; the reference has 0.854 and 0.82 eV. Neither quantity was fitted directly, but the X end of this band was, and both depend on the chosen \(E_*\) and on the hoppings set to zero. The transverse mass at the valley is 1.62 electron masses against 0.184 in the reference (1.63 and 0.185 when taken with a finite step of 0.03 in \(k\)), nearly nine times too heavy. At X itself the band has no curvature towards W. The valley lies off that line, so its mass is finite, but it is still far too large.

## What lifts the flatness

The remaining d orbitals, \(x^2-y^2\) and \(3z^2-r^2\) (the e set), behave differently. Both vanish along the bonds, so they do not couple to s. Their coupling to \(p_i\) on one bond is \(\eta n_i\hat{\mathbf e}_i\), where the \(\hat{\mathbf e}_i\) are three unit vectors in the two-dimensional e space. A threefold rotation permutes the axes, so these vectors are 120° apart. Summed over bonds, the coupling of \(u_B\) to the e orbitals on A is

\[
4\eta\,(\cos^2\!\varphi\,\hat{\mathbf e}_x+\sin^2\!\varphi\,\hat{\mathbf e}_z).
\]

With \(\hat{\mathbf e}_x\cdot\hat{\mathbf e}_z=-\tfrac12\), its squared length is

\[
16\eta^2(\cos^4\!\varphi+\sin^4\!\varphi-\cos^2\!\varphi\sin^2\!\varphi)
=16\eta^2\left(1-\tfrac34\sin^2 2\varphi\right).
\]

This falls from \(16\eta^2\) at X to \(4\eta^2\) at W, where \(\varphi=\pi/4\). High-lying e orbitals therefore push the conduction edge down less at W than at X, and the edge rises.

To estimate the rise, represent a d orbital by a traceless symmetric matrix \(F\) of unit norm. For \(3z^2-r^2\), \(F=\mathrm{diag}(-1,-1,2)/\sqrt6\). With the bond direction \(\hat{\mathbf n}=(1,1,1)/\sqrt3\), \(F\hat{\mathbf n}=(-1,-1,2)/\sqrt{18}\), which is perpendicular to the bond, so only \(V_{pd\pi}\) enters. A \(\pi\) orbital with transverse direction \(\mathbf t\) has the matrix \((\mathbf t\hat{\mathbf n}^{T}+\hat{\mathbf n}\mathbf t^{T})/\sqrt2\), whose overlap with \(F\) is \(\sqrt2\,\mathbf t\cdot F\hat{\mathbf n}\). For \(p_z\) this gives \(\eta=\sqrt2\,(2/\sqrt{18})V_{pd\pi}=\tfrac23V_{pd\pi}\).

The weight of \(u\) in the sp³s* conduction state is

\[
c_u^2=\left[1+\frac{5.466^2}{5.311^2}+\frac{6.218^2}{6.051^2}\right]^{-1}=0.32 .
\]

For \(V_{pd\pi}=1.5\) eV, \(4\eta=4\) eV. With the d level at 12 eV, second-order perturbation theory lowers X by \(0.32\times16/11.05=0.46\) eV and W by a quarter of that, a rise of 0.35 eV. Diagonalization gives 0.33 eV. With the t2 orbitals alone the rise is zero.

No new orbital is strictly needed. Give p orbitals a second-neighbour \(\sigma\) hopping \(t\). Each of the twelve neighbours, in unit direction \(\hat{\mathbf m}\), contributes \(t\hat m_i\hat m_j\) times its phase. On X–W the off-diagonal sums vanish, because each contains \(\sin\pi\) or \(\sin0\). The diagonal sums are

\[
\begin{aligned}
xx&:\ 2t\cos\pi\,(\cos\pi q+1)=-4t\cos^2\!\varphi,\\
yy&:\ 2t\cos\pi q\,(\cos\pi+1)=0,\\
zz&:\ 2t(\cos\pi+\cos\pi q)=-4t\sin^2\!\varphi .
\end{aligned}
\]

The x and z orbitals are no longer equivalent. In the state \(u\) their weights are \(\cos^2\varphi\) and \(\sin^2\varphi\), so its energy shifts by \(-4t(\cos^4\varphi+\sin^4\varphi)\): \(-4t\) at X and \(-2t\) at W. To first order the conduction edge rises by \(2tc_u^2\). For \(t=0.25\) eV this is 0.16 eV, as diagonalization also gives. The same hopping added to the fitted sp³ model, without s*, gives a largest X–W band width of 0.35 eV.

These additions were not refitted to silicon, and their rises are about a tenth or less of the reference value of 3.7 eV. They show two terms that can break the flatness; they do not explain the size of the reference rise. The levels and fitted parameters are listed in the numerical output below.

The belief should therefore be divided. Flatness from X to W follows from nearest-neighbour hopping among s-like, p and t2 orbitals, and s* cannot remove it. An indirect minimum is possible in sp³ alone. Silicon's low X level, combined with its levels at \(\Gamma\), is not, and that is the defect s* repairs.

## Numbers as computed

```
SILICON REFERENCE (pseudopotential, valence top = 0)
lattice constant: 5.43 angstrom
form factors at G^2 = 3, 8, 11: -0.21 0.04 0.08 Ry
Gamma1: -12.613 eV
Gamma15: 3.424 eV
Gamma2': 3.890 eV
X1v: -8.332 eV
X4v: -3.006 eV
X1c: 0.949 eV
gap: 0.820 eV
valley position: 0.854 2pi/a
conduction edge, W minus X: 3.713 eV
transverse mass: 0.185 m_e
ROUND sp3 MODEL (not silicon)
Es, Ep, S, P, Q, V: -4.0 0.0 10.0 2.0 4.0 3.4 eV
valence top at Gamma: -2.000 eV
Gamma15: 2.000 eV
X1c: 1.945 eV
conduction minimum: 1.791 eV
indirect gap: 3.791 eV
valley position: 0.755 2pi/a
largest X-W band width: 0.0000000000 eV
sp3 FITTED TO REFERENCE
Es: -4.362 eV
Ep, lower limit of X1c: 1.712 eV
S: 8.251 eV
P: 1.712 eV
Q: 4.718 eV
V from X1v: 6.315 eV
V squared demanded by X1c: -4.054 eV^2
Es+Ep: -2.650 eV
reference X1v+X1c: -7.384 eV
model X1c: 5.683 eV
model gap on mesh: 3.424 eV
model minimum at k = 0.0 0.0 0.0 2pi/a
sp3s* FITTED TO REFERENCE
chosen Es*: 7.000 eV
V: 5.466 eV
V*: 6.218 eV
gap: 0.486 eV
valley position: 0.755 2pi/a
largest X-W band width: 0.0000000000 eV
transverse mass: 1.626 m_e
TRIAL ADDITIONS TO sp3s*: conduction edge, W minus X
d energy, sd-sigma, pd-sigma, pd-pi: 12.0 -2.0 -1.5 1.5 eV
t2 d orbitals only: 0.0000000000 eV (magnitude)
e d orbitals only: 0.329 eV
second-neighbour pp-sigma used: 0.250 eV
second-neighbour p hopping: 0.159 eV
same hopping in sp3, largest X-W width: 0.347 eV
```
